# Arithmetic Intensity, the Roofline Bound and Bandwidth-Limited Electronic-Structure Kernels

## 1. Definitions and the roofline

A processor performs at most $P$ floating-point operations (flop) per second. Its data lie in a large slow memory, which delivers at most $B$ bytes per second to a small fast memory. Arithmetic happens on data in fast memory. The natural units here are flop, byte and second, so atomic units are not used.

A kernel that performs $W$ flop and moves $Q$ bytes, reads and writes together, has the arithmetic intensity

$$I=\frac{W}{Q}.$$

The arithmetic needs at least $W/P$ and the traffic at least $Q/B$. Even with perfect overlap,

$$T\ge\max\left(\frac WP,\frac QB\right),\qquad \frac WT\le\min(P,\,BI).$$

The second relation is the roofline. The two limits meet at the balance $I^*=P/B$. If $I<I^*$, the kernel is limited by bandwidth and cannot reach $P$.

**Can the bound be approached?** Cut the work into $K$ equal tiles, each with load time $l$ and work time $w$, and use two buffers, so that one tile loads while another is processed.

- If $l\ge w$, loads follow each other without a gap and the last tile is then processed: $T=Kl+w$.
- If $w\ge l$, the first tile is loaded and the work then runs without a gap: $T=l+Kw$.

Both cases read $T=K\max(l,w)+\min(l,w)$, which exceeds the bound by a fraction of at most $1/K$. With no overlap at all, $T=K(l+w)$, at most twice the bound.

Two kinds of statement must be kept apart. A lower bound on $Q$ gives a ceiling on $I$; if the ceiling is below $I^*$, every schedule is bandwidth-limited. An explicit schedule with $I>I^*$ shows that memory traffic permits the peak rate, provided the fast memory also leaves room for the buffers that overlap traffic with work. The blocked schemes below are counted without such buffers, so a scheme only just above balance can fall slightly below it once they are added. Such a schedule does not show that a given code reaches the peak rate.

Throughout, data start and end in slow memory and nothing is computed twice, except in the flop count of the amplitude division in section 6, where the exception is stated. Real numbers take 8 bytes and complex numbers 16, until section 8.

## 2. Simplest case: matrix times vector

Let $y\leftarrow y+Ax$, with $A$ of size $m\times k$. Each element of $A$ enters one multiplication and one addition, so $W=2mk$. Each must be read once, so $Q\ge 8mk$. Hence

$$I\le\frac{2mk}{8mk}=\frac14\ \text{flop/byte}.$$

No size of fast memory helps, because no element of $A$ is used twice. High intensity requires reuse.

## 3. Matrix times matrix

Take $C\leftarrow C+AB$ with $A$ of size $m\times k$, $B$ of size $k\times n$, and $W=2mnk$. The fast memory holds $M$ words. Keep a block of $C$ with $b_m\times b_n$ elements in it. For each value $q$ of the summation index, read the matching piece of row $q$ of $B$ ($b_n$ words), then read the elements $A_{iq}$ one at a time. This fits if

$$b_mb_n+b_n+1\le M.$$

All of $A$ is read once per column block, and all of $B$ once per row block. Each element of $C$ is read and written once. The words moved are

$$mk\left\lceil\frac n{b_n}\right\rceil+kn\left\lceil\frac m{b_m}\right\rceil+2mn .$$

For square blocks of edge $b$ that divide $m$ and $n$,

$$I=\frac{2mnk}{8\,(2mnk/b+2mn)}=\frac b8\,\frac1{1+b/k}.$$

For $k\gg b$ this is $b/8$. The capacity condition allows $b\approx\sqrt M$ for large $M$, so $I\to\sqrt M/8$. If instead $k\ll b$, then $I\to k/8$: traffic of $C$ dominates, and a still larger fast memory gains at most the factor $1+k/b$.

**Can another order do better?** Let $N_A,N_B,N_C$ be the numbers of elements of each matrix available during some phase, and let $a_{iq},b_{qj},c_{ij}$ be 1 for available elements and 0 otherwise. The number $V$ of products that can be formed obeys, by using the Cauchy–Schwarz inequality twice,

$$V\le\sum_{ij}c_{ij}\sum_q a_{iq}b_{qj}
\le\sqrt{N_C}\left[\sum_{ij}\Big(\sum_q a_{iq}b_{qj}\Big)^2\right]^{1/2}$$

$$\le\sqrt{N_C}\left[\sum_{ij}\sum_q a_{iq}^2\sum_{q'}b_{q'j}^2\right]^{1/2}=\sqrt{N_AN_BN_C}.$$

Now divide the calculation into phases of $2M$ reads each; the last may be incomplete. Every operand used in a phase was present at its start or was read during it, so $N_A+N_B+N_C\le M+2M=3M$. This includes $C$, whose elements begin in slow memory and have one accumulator each. At a fixed sum the product of three numbers is largest when they are equal, so $V\le M^{3/2}$ per phase. There are $mnk$ products in all, hence at least $mnk/M^{3/2}-1$ complete phases, and

$$\text{reads}\ge2M\left(\frac{mnk}{M^{3/2}}-1\right)=\frac{2mnk}{\sqrt M}-2M .$$

With 8 bytes per word, the ceiling for large dimensions is therefore also

$$I_{\max}=\frac{\sqrt M}{8}\ \text{flop/byte},$$

to leading order. The proof covers the classical algorithm with its $mnk$ products, not fast algorithms that form fewer.

As a test, matrices of edge 32 were multiplied with $b=8$ and $M=8^2+8+1=73$. The scheme predicts $2\cdot32^3/8+32^2=9216$ reads. A replay of the operation sequence with optimal replacement gives 9216, above the lower bound of 7524. The unblocked order needs 33568.

**Complex matrices.** A complex multiplication and addition take $6+2=8$ flop, and a word has 16 bytes. With $S$ complex words of fast memory, the ceiling becomes $8/(16\cdot2/\sqrt S)=\sqrt S/4$. For matrix times vector it is $8/16=1/2$.

**A thin product.** Transforming one index of the two-electron integrals in a basis of $N_b$ functions has $m=N_b^3$ and $n=k=N_b$. In the form $C\leftarrow C+AB$, or on hardware that reads a line before overwriting it, the old integrals are read once and the new array is read and written once. This already costs $3N_b^4$ words, so

$$I\le\frac{2N_b^5}{8\cdot3N_b^4}=\frac{N_b}{12}.$$

The name "matrix product" alone does not settle the class; the short dimensions do. If the new array is only written, never read, the compulsory traffic is $2N_b^4$ words and the ceiling is $N_b/8$. The numbers below use the accumulating form.

## 4. Tensor transposition

A transposition reorders $N$ elements without arithmetic: $W=0$ and $I=0$. A rate in flop/s says nothing here, but the time bound does. Each element is read and written once, so

$$T\ge\frac{16N}{B}.$$

Memory moves in lines of $L$ consecutive words. If the fastest index changes, elements adjacent in the source are scattered over different target lines. The cure is a tile of $L\times L$ elements, spanned by the fastest index of the source and that of the target. Hold its $L$ target lines and one source line at a time. With aligned dimensions divisible by $L$, $L+1$ lines of fast memory suffice to touch every line once. If the hardware reads a target line before overwriting it, the cost rises from 16 to 24 bytes per element.

Without tiles, suppose that one sweep through the source visits $D$ distinct target lines while $C$ lines fit in fast memory. At most $C$ of them can be present at the start, so at least $D-C$ must be fetched in every sweep.

The test case is $t_{pqrs}\to u_{rpsq}$ with all dimensions 16, $L=8$ and $C=9$. Target lines are counted as read before they are overwritten. The tiled order reads every source and every target line once, $2\cdot16^4/8=16384$ lines. In the untiled order, a sweep over $r,s$ visits $D=256$ target lines, and there are 256 sweeps. With the source lines, the bound is $256\,(256-9)+16^4/8=71424$; the replay gives 71936.

**Cost relative to a product.** Contractions are often carried out by transposing tensors into matrices and multiplying these. If both operands and the result are each transposed once, the transpositions run at full bandwidth and the product runs at peak,

$$\frac{T_{\rm tr}}{T_{\rm mm}}=\frac{16(mk+kn+mn)/B}{2mnk/P}
=8I^*\left(\frac1m+\frac1n+\frac1k\right).$$

The shortest dimension decides. The ratio vanishes when all three dimensions grow, but $I^*$ multiplies it: a faster processor on the same memory makes transpositions relatively more expensive, as long as the product itself remains compute-limited.

## 5. Fast Fourier transform

Let $N$ be a power of two. A radix-2 FFT has $\log_2N$ stages of $N/2$ butterflies,

$$x'=x+y,\qquad y'=(x-y)\,\omega ,$$

where $\omega$ is a complex phase. The complex addition and subtraction take 2 flop each, the multiplication 6, together 10. Thus

$$W=10\cdot\frac N2\log_2N=5N\log_2N .$$

This count includes the multiplications by the trivial phases $1$ and $-i$; skipping them saves about $9N$ flop in one dimension and lowers the intensities accordingly. On a $128^3$ grid the saving occurs on each axis and amounts to about $27N$ of $105N$ flop. The phases are assumed to cost no slow-memory traffic. Done in place on input in natural order, highest bit first, these butterflies leave the result in bit-reversed order; no traffic for reordering is counted.

Each stage pairs positions whose binary labels differ in one bit. Suppose that $S$ complex words fit in fast memory, $S$ being a power of two. Positions that agree in all but $\log_2S$ bits form a closed group for $\log_2S$ stages. Load a group, do these stages and write it back. One such pass over the data moves $16N+16N=32N$ bytes, so with $p$ passes

$$I=\frac{5\log_2N}{32\,p},\qquad p=\left\lceil\frac{\log_2N}{\log_2S}\right\rceil .$$

If $N\le S$, one pass suffices and $I=\tfrac5{32}\log_2N$. For many passes $I\to\tfrac5{32}\log_2S$. Intensity grows with the logarithm of the fast memory, against the square root for the matrix product. If groups are strided, whole lines must be used, and the useful $S$ is smaller.

A three-dimensional FFT on $N$ points also has $\log_2N$ stages in all, each acting on one bit of the combined label. The results carry over. One pass per axis means $p=3$.

**Can another order do better?** Call each position a wire. The butterflies are edges of a hypercube whose corners are the wires, each edge used once. I claim that $r$ wires have at most $\tfrac r2\log_2r$ edges among them. This holds for $r=1$. For larger $r$, choose a bit that splits the set into parts of sizes $r_0\le r_1$. Each wire has one partner across the split, so at most $r_0$ edges cross. Assuming the claim for the parts, and with $x=r_0/r\le\tfrac12$,

$$\frac{r_0}2\log_2r_0+\frac{r_1}2\log_2r_1+r_0=\frac r2\log_2r-\frac r2\,[H(x)-2x],$$

where $H(x)=-x\log_2x-(1-x)\log_2(1-x)$. Since $H$ is concave and equals $2x$ at $x=0$ and $x=\tfrac12$, the bracket is not negative between them. The claim follows by induction.

A phase with $R$ reads involves at most $S+R$ wires. Dividing the $\tfrac N2\log_2N$ butterflies by the largest number per phase gives

$$\text{reads}\ge R\left[\frac{N\log_2N}{(S+R)\log_2(S+R)}-1\right].$$

The same bound holds for writes. In a phase with $R$ writes, the newest value on every wire used must survive, either in fast memory or by being written. Now take $R=S\log_2S$ and $N$ large enough for many phases. As $S$ grows, $R/(S+R)\to1$ and $\log_2(S+R)/\log_2S\to1$. Reads and writes then each approach at least $N\log_2N/\log_2S$, which is what the blocked scheme uses. So $\tfrac5{32}\log_2S$ is the asymptotic ceiling.

The limit is approached slowly. At $S=2^{17}$ the two factors give $\tfrac{17}{18}\cdot\tfrac{17}{21.17}=0.76$, so for many passes the proven ceiling is 3.5 flop/byte, against $\tfrac5{32}\cdot17=2.66$ for the scheme. At small $S$ bound and scheme lie still further apart. For $N=4096$ and $S=8$ the best phase length, $R=28$, gives a bound of 7367 reads, while scheme and replay both give $4\cdot4096=16384$. Proceeding stage by stage takes 49079.

## 6. Kernels on a model processor

Take 32 cores of 40 Gflop/s, a shared bandwidth of 160 GB/s and 2 MiB of shared fast memory. Then

$$P=32\cdot40=1280\ \text{Gflop/s},\qquad I^*=\frac{1280}{160}=8\ \text{flop/byte}.$$

The fast memory holds $M=262144$ real words, and $\sqrt M/8=512/8=64$ flop/byte, well above balance.

The model sizes are $o=20$ occupied and $v=200$ virtual orbitals, $N_b=220$, a grid of $128^3$ points, $10^5$ plane waves, 400 bands and 500 projectors. Permutational symmetry is not used. Intensities are in flop/byte. For the products, the ceiling divides $W$ by the larger of two word counts: the compulsory traffic $mk+kn+2mn$, and the read bound of section 3 plus $mn$ writes. The scheme is the best block choice of section 3. The term $-2S$ in the read bound lets the ceiling for all bands, 90.6, lie slightly above the leading value $\sqrt S/4=90.5$.

| Kernel | Ceiling | Scheme | Limit |
|---|---:|---:|---|
| Coulomb matrix, stored integrals | 0.25 | 0.25 | bandwidth |
| Amplitude division | 0.25 | 0.25 | bandwidth |
| Projection, one band | 0.50 | 0.50 | bandwidth |
| 3D FFT (ceiling: one pass; scheme: three passes) | 3.28 | 1.09 | bandwidth |
| Quarter transformation | 18.3 | 17.3 | compute |
| CCSD ladder | 63.6 | 61.0 | compute |
| Projection, all bands | 90.6 | 76.7 | compute |

**Coulomb matrix.** $J_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)D_{\lambda\sigma}$ is a matrix of edge $N_b^2$ times a vector. Reading it takes $8\cdot220^4/(160\cdot10^9)$ s, about 117 ms, at only 40 Gflop/s. Exchange has the same form after a permutation of the integrals. With $d$ density matrices per pass, $I<d/4$, so balance requires $d>4I^*=32$; the explicit scheme reaches it at $d=33$. Integrals recomputed on the fly are a different kernel, outside this estimate.

**Amplitude division.** Each residual is divided by $\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b$: three additions or subtractions and one division for 16 bytes, with the orbital energies kept in fast memory. Counted this way, $I=4/16$. This count forms the whole denominator afresh for every element; if the partial sums $\varepsilon_i+\varepsilon_j$ and $\varepsilon_i+\varepsilon_j-\varepsilon_a$ are formed once and shared, about 2 flop per element remain and $I\approx2/16$. Either way the kernel is bandwidth-limited.

**FFT.** With $\log_2N=21$, three passes, one per axis, give $5\cdot21/96=1.09$. The blocked scheme of section 5 with $S=2^{17}$ needs only $\lceil21/17\rceil=2$ passes, which gives $5\cdot21/64=1.64$. Even one pass would give only $5\cdot21/32=3.28$. The one-pass value $\tfrac5{32}\log_2N$ would equal $I^*=8$ only at $\log_2N=51.2$, far beyond any grid considered here. It is a bound and not a schedule: one pass of the blocked scheme needs $N\le S$, and this processor has $S=2^{17}$ complex words. Fusing a transform, multiplication by a real local potential and the inverse transform into one ideal pass gives $(2\cdot5\cdot21+2)/(32+8)=5.3$, still below balance. This count takes input and output as full grid arrays. If only the $10^5$ plane-wave coefficients of a band are read and written, the compulsory traffic is $32\cdot10^5+8\cdot128^3$ bytes, and the same flop count gives about 22, above balance. That count is generous: skipping the grid lines that hold only zeros lowers it to about $2.4\cdot10^8$ flop and the ratio to about 12. Compulsory traffic alone then does not decide the class; intermediate data that do not fit in this fast memory have to be counted. Transforming the roughly 2600 occupied columns first and then working plane by plane avoids storing the full grid, but writes and reads the column array of about 5 MiB twice, which gives about 5.8, below balance. The conclusion fails if the whole grid stays in fast memory between operations, since the data then no longer start and end in slow memory.

**Products.** In the accumulating form the quarter transformation has the ceiling $220/12=18.3$; with a write-only result it would be $220/8=27.5$, and would exceed balance for $N_b>64$. The following crossovers refer to the accumulating form. The ceiling exceeds balance for $N_b>96$, and the block scheme of section 3 reaches balance at $N_b=98$. That scheme is not the best one for this shape. If $N_b^2+N_b+1\le M$, the coefficient matrix can stay in fast memory while rows of the old and new arrays stream through. This moves $3N_b^4+N_b^2$ words, gives 18.3 at $N_b=220$ and reaches balance at $N_b=97$. The CCSD ladder, $\sum_{cd}V_{abcd}t_{ij}^{cd}$, has dimensions $o^2,v^2,v^2$ and comes close to the large-matrix limit.

The projections show the effect of reuse at equal arithmetic. One band at a time takes at least 5.01 ms per band, or $400\cdot5.01$ ms $\approx2.0$ s. All bands together take at least 125 ms, a factor of 16 less in these bounds.

## 7. Transpositions around compute-limited products

Here $8I^*=64$. For the ladder,

$$64\left(\frac1{400}+\frac2{40000}\right)=0.163 .$$

Most of this comes from moving $V_{abcd}$, which takes at least 160 ms, against 1.0 s for the product at peak. Storing the integrals in the required order once removes it from later iterations. A ring contraction, with all dimensions $ov=4000$, has the ratio $64\cdot3/4000=0.048$.

In perturbative triples, a block at fixed $i,j,k$ contains products with dimensions $v^2,v,v$:

$$64\left(\frac1{40000}+\frac2{200}\right)=0.64 .$$

If the integrals are sorted beforehand, the transposition of the result alone still costs $64/200=0.32$ of the product time. A method dominated by matrix products in its flop count can thus spend a sizeable part of its time on memory traffic.

## 8. Cores and precision

With $c$ cores of peak $P_1$ sharing the bandwidth, the rate is at most $\min(cP_1,BI)$. Bandwidth is saturated at

$$c_{\rm sat}=\frac{BI}{P_1}.$$

For the Coulomb matrix this is $160\cdot0.25/40=1$ core, and for the three-pass FFT 4.4 cores. Further cores do not raise the bound. The model lets each core draw the $P_1/I$ bytes per second it needs at peak: the full 160 GB/s for the Coulomb matrix, about 37 GB/s for the three-pass FFT. If a real core can draw only $\beta<P_1/I$, then $B/\beta$ cores are needed to saturate the bandwidth. For the three compute-limited kernels, $c_{\rm sat}$ exceeds the 32 cores available.

In single precision each word takes half the bytes. Assume that $P$ doubles, so $I^*=16$. The FFT with the same three passes has $I=2.19$, also doubled. It remains bandwidth-limited, and its time bound halves because $Q$ halves. For large products, a fast memory of $Z$ bytes with words of $u$ bytes gives $I_{\max}=\sqrt{Z/u}/u$. This rises by $2\sqrt2$, from 64 to 181; the product remains compute-limited, and its time bound halves because $P$ doubles. Whether the result tolerates the larger rounding error is a separate question.

## 9. A timing on a real processor

The numerical check also times a stored matrix of edge 5000 on the machine that ran it, without fixing the number of threads. With one density vector it reaches 2.4 Gflop/s, with 64 vectors 24.2 Gflop/s. The tenfold gain lies within what reuse of the matrix allows, though its size is not predicted: the intensity ceiling rises from $1/4$ to nearly $64/4=16$. The timing alone does not prove the cause, because the two cases also run different library routines. The traffic bounds carry the argument, and the timing agrees with it.

## Values computed for the example and the checks

```
pipeline time / roofline time, 100 tiles: 1.0033
product test: size 32, block 8, M 73 words
  reads: bound 7524, replay 9216, scheme 9216, unblocked 33568 words
transposition test: 16^4 elements, line 8 words, 9 lines held
  line reads: tiled 16384, untiled 71936, untiled bound 71424
  line writes, tiled: 8192
FFT test: N 4096, S 8 complex words, 245760 flop
  reads: bound 7367, replay 16384, scheme 16384, stage by stage 49079
model: 32 cores, 40 Gflop/s each, 160 GB/s, 2 MiB
peak 1280 Gflop/s, balance 8.00 flop/byte
M 262144 real words, S 131072 complex words
large-product ceiling sqrt(M)/8: 64.0 flop/byte
sizes: occ 20, vir 200, basis 220, grid 128^3
  plane waves 100000, bands 400, projectors 500
kernel: I ceiling, I scheme (flop/byte); rate bound of scheme (Gflop/s)
  then: least time of scheme (ms), cores to saturate, limit
Coulomb, stored ERI: 0.250, 0.250; 40.0; 117.135, 1.00, bandwidth
amplitude division: 0.250, 0.250; 40.0; 1.600, 1.00, bandwidth
projection, 1 band: 0.499, 0.499; 79.8; 5.010, 2.00, bandwidth
3D FFT, 3 passes: 3.281, 1.094; 175.0; 1.258, 4.38, bandwidth
quarter transform: 18.333, 17.269; 1280.0; 805.255, >32, compute
CCSD ladder: 63.606, 60.976; 1280.0; 1000.000, >32, compute
projection, all bands: 90.561, 76.687; 1280.0; 125.000, >32, compute
FFT-potential-FFT, one-pass ceiling: 5.30 flop/byte
densities per Coulomb pass to reach balance: 33
basis size for quarter transform to reach balance: 98
transposition/product time, ladder: 0.163
transposition/product time, ring: 0.048
transposition/product time, triples block: 0.642
transposition of vir^4 tensor: 160.0 ms
single precision: balance 16.0, product ceiling 181.0, FFT 2.188 flop/byte
measured here, 5000x5000 matrix, 1 density: 2.4 Gflop/s
measured here, 64 densities: 24.2 Gflop/s
```
